# Do negative orbital-energy denominators give an excited determinant's saddle order?

## Question

I converge excited Hartree–Fock determinants as saddle points of the energy. The algorithm must be told how many directions to maximize along. I take this number to be the number of negative differences $\varepsilon_a-\varepsilon_i$, with $a$ empty and $i$ occupied in the excited determinant: each empty orbital lying below an occupied one should give one downhill direction.

For a charge-transfer determinant I now find no negative difference at all, although its energy is above that of the determinant from which I made the excitation. Is it a local minimum? If not, what is wrong with the count, and is charge transfer special?

## Answer

It need not be a minimum. The orbital-energy differences are one part of the curvature. The other part, the interaction kernel, can change signs, and it may produce a downhill direction that the differences do not show. Whether it does so in your case has to be computed. A model with three orbitals and two electrons shows how this happens, and also shows the opposite error.

### The curvature of the energy

Take one $\alpha$ electron in orbital $\varphi$ and one $\beta$ electron in orbital $\chi$. The orbitals are real and normalized, and $(pq|rs)$ is the repulsion between the charge distributions $pq$ and $rs$. The Hartree–Fock energy is

$$E=\langle\varphi|h|\varphi\rangle+\langle\chi|h|\chi\rangle+(\varphi\varphi|\chi\chi).$$

I allow real rotations that conserve spin, with $\varphi$ and $\chi$ free to differ. The saddle order is the number of negative Hessian eigenvalues in this space; complex or spin-flip rotations could add others.

Let $a,b$ be the empty $\alpha$ orbitals. To second order, a normalized rotated orbital is

$$\varphi(\kappa)=\Big(1-\tfrac12\sum_a\kappa_a^2\Big)\varphi+\sum_a\kappa_a a .$$

With $\chi$ fixed, the $\alpha$ electron feels $f=h+J[\chi]$, where $J[\chi]$ is the Coulomb potential of $\chi$. Its energy changes by

$$\Delta E=2\sum_a\kappa_a f_{a\varphi}+\sum_{ab}\kappa_a\kappa_b\,(f_{ab}-\delta_{ab}f_{\varphi\varphi}).$$

The term $-\delta_{ab}f_{\varphi\varphi}$ comes from the loss of norm in $\varphi$. The linear term vanishes at a stationary point.

Orbital energies belong to the Fock operator, which also contains the Coulomb and exchange terms of $\varphi$ itself:

$$F_{ab}=f_{ab}+(\varphi\varphi|ab)-(\varphi a|\varphi b),\qquad F_{\varphi\varphi}=f_{\varphi\varphi}.$$

For the occupied orbital the two extra terms cancel. For an empty orbital they do not: its energy includes repulsion from the electron in $\varphi$. Choose empty orbitals that make $F_{ab}=\varepsilon_a\delta_{ab}$, and eliminate $f$. Writing the second-order energy as $\mathbf z^T\mathbf M\mathbf z$, where $\mathbf z$ collects all rotation parameters, gives the same-spin block

$$M_{ab}=(\varepsilon_a-\varepsilon_\varphi)\delta_{ab}+(\varphi a|\varphi b)-(\varphi\varphi|ab).$$

The $\beta$ block follows by exchanging $\varphi$ and $\chi$. For the cross-spin block, rotate $\chi$ towards its empty orbitals $b$ with parameters $\lambda_b$. The densities change to first order by $2\kappa_a\varphi a$ and $2\lambda_b\chi b$, so the repulsion contributes $4\kappa_a\lambda_b(\varphi a|\chi b)$. A symmetric matrix contributes $2\kappa_a\lambda_bM_{a,b}$, hence

$$M_{a,b}^{\alpha\beta}=2(\varphi a|\chi b).$$

Thus $\mathbf M=\mathbf D+\mathbf K$: $\mathbf D$ is diagonal and holds the orbital-energy differences, and $\mathbf K$ holds the rest. $\mathbf M$ is half the Hessian, so it has the same signs. Your rule counts the negative entries of $\mathbf D$; the saddle order is the number of negative eigenvalues of $\mathbf M$.

### When the count is guaranteed

Switch the kernel on gradually, as $\mathbf D+\lambda\mathbf K$ with $0\le\lambda\le1$. For any unit vector $\mathbf v$,

$$\|(\mathbf D+\lambda\mathbf K)\mathbf v\|\ \ge\ \|\mathbf D\mathbf v\|-\lambda\|\mathbf K\mathbf v\|\ \ge\ \min|D|-\lambda\|\mathbf K\| .$$

Here $\|\mathbf K\|$ is the largest absolute eigenvalue of $\mathbf K$. If $\|\mathbf K\|<\min|D|$, the right side stays positive. No eigenvalue can then pass through zero, and the count equals the order. This condition is sufficient, not necessary: a large kernel may leave all signs unchanged.

### What one denominator measures

The diagonal of $\mathbf M$ has a simple meaning, for any number of electrons. Rotate an occupied orbital $i$ by an angle $\theta$ towards an empty orbital $a$ of the same spin. The determinant becomes $\cos\theta\,\Phi+\sin\theta\,\Phi_i^a$, where $\Phi_i^a$ has $i$ replaced by $a$. Stationarity removes the matrix element between the two determinants, so

$$E(\theta)=\cos^2\theta\,E(\Phi)+\sin^2\theta\,E(\Phi_i^a)=E(\Phi)+\sin^2\theta\,[E(\Phi_i^a)-E(\Phi)].$$

Half the second derivative at $\theta=0$ is therefore $E(\Phi_i^a)-E(\Phi)$.

Now build the same energy difference from orbital energies. Removing $i$ with the other orbitals frozen costs $-\varepsilon_i$. Adding an electron in $a$ costs $\varepsilon_a$ minus its interaction with the electron that has just left, $J-K_x$, where $J=(ii|aa)$ and $K_x=(ia|ia)$. Hence

$$E(\Phi_i^a)-E(\Phi)=\varepsilon_a-\varepsilon_i-(J-K_x).$$

In an excited determinant, let $i$ be the orbital the electron now occupies and $a$ the lower one it left. Suppose that returning it with the other orbitals frozen releases an energy $\omega>0$. The left side is then $-\omega$, and the denominator is

$$D=\varepsilon_a-\varepsilon_i=-\omega+(J-K_x).$$

The curvature is $-\omega$, which is downhill. The denominator is nevertheless positive whenever

$$0<\omega<J-K_x .$$

The empty level looks too high because it includes repulsion from the electron that would move into it. Since a symmetric matrix with a negative diagonal element has at least one negative eigenvalue, such a determinant cannot be a minimum, whatever the other couplings are.

The condition $\omega>0$ must be checked. It does not follow from a total energy above that of the original determinant. The other orbitals may have relaxed around the transferred electron, and returning it while they stay frozen can then cost energy. In that case this direction is uphill, and the excited determinant may be a true local minimum.

### Charge transfer in a three-orbital model

Let the donor have two sites with hopping matrix element $-t$. Its orbitals are the bonding $g$ and the antibonding $u$, with one-electron energies $-t$ and $+t$. The acceptor has one orbital $a$ with one-electron level $e_A$. Repulsion acts between site densities: $U$ on a site, $V$ between the donor sites, and $W$ between either donor site and the acceptor. I choose

$$t=2.5,\quad U=10,\quad V=4,\quad W=2.5,\quad e_A=4\quad\text{(eV)}.$$

First switch off donor–acceptor hopping. Both $g$ and $u$ have density $\tfrac12$ on each donor site, and their product is $\pm\tfrac12$ on the two sites. Therefore

$$(gg|gg)=(gg|uu)=\frac{U+V}{2}=7\ \text{eV},\qquad (gu|gu)=\frac{U-V}{2}=3\ \text{eV}.$$

The determinant $g^2$ has energy $-2t+7=2$ eV. Moving the $\alpha$ electron to the acceptor gives $-t+e_A+W=4$ eV, so $\omega=2$ eV. The product $ga$ vanishes on every site, so $K_x=0$, while $J=W=2.5$ eV. Hence

$$D=-2.0+2.5=+0.5\ \text{eV},\qquad\text{curvature}=-2.0\ \text{eV}.$$

The orbital energies say the same. The empty $\alpha$ level $g$ is at $-2.5+7+2.5=7$ eV, where the last $2.5$ eV is repulsion from the transferred electron. The occupied level $a$ is at $4+2.5=6.5$ eV. The levels appear in normal order although the electron can fall back.

Compare the local excitation, $\alpha$ in $u$ and $\beta$ in $g$. Here $\omega=5$ eV and $J-K_x=7-3=4$ eV, so $D=-1$ eV has the correct sign. Notice that $J-K_x$ is *larger* here than for charge transfer. The charge-transfer sign fails because $\omega$ is smaller than $J-K_x$, not because its kernel is the larger one. The vanishing exchange integral does contribute, since it leaves $J$ unreduced.

### Distance decides

For this pair of orbitals, the problem goes away at large separation. To vary the distance consistently, keep fixed the energy of an electron on the acceptor beside the neutral donor. The donor's two electrons repel it by $2W$, and the attraction of the donor cores, contained in $e_A$, must compensate this. So hold $e_A+2W=9$ eV. Then

$$\omega=(-t+e_A+W)-(-2t+7)=t-7+(9-2W)+W=G-W,$$

with $G=4.5$ eV, the excitation energy at infinite separation. The term $-W$ is the electron–hole attraction. Since $J-K_x=W$,

$$D=-(G-W)+W=2W-G .$$

The sign is wrong for $G/2<W<G$, here between 2.25 and 4.5 eV. At $W=2.5$ eV the count is 0 and the order 1. At $W=2.0$ eV the denominator is $-0.5$ eV and both numbers are 1. As $W\to0$, $D$ and the curvature both tend to $-G$. For the pair $a\to g$, low-lying charge transfer at moderate distance is thus the dangerous case. But every donor–acceptor pair has its own window. For $a\to u$ the same steps apply with $G$ replaced by $G'=G-2t$. Here $G'=-0.5$ eV, so that direction is never downhill. With $e_A+2W=10$ eV instead, $G'=+0.5$ eV, and the count is 1 while the order is 2 for $0.25<W<0.5$ eV, far below $G/2=2.75$ eV. Separation removes this error only once $W$ is below half the smallest positive gap among all such pairs; with many close-lying levels, as in a molecule, that can require a very large distance even when $G$ is large.

### The kernel can also remove a downhill direction

The same-spin diagonal correction $-(J-K_x)$ makes a direction more downhill than its denominator shows. Cross-spin coupling can do the reverse. Put both electrons in $u$ and consider rotations towards $g$. For each spin,

$$\varepsilon_g-\varepsilon_u=(-t+7+7-3)-(t+7)=-2t+4=-1\ \text{eV}.$$

The 4 eV is $J-K_x=V$; subtracting it leaves the diagonal curvature $-2t$. The coupling between the two spins is $2(ug|ug)=U-V$. The block and its eigenvalues are

$$\begin{pmatrix}-2t&U-V\\U-V&-2t\end{pmatrix},\qquad m_\pm=-2t\pm(U-V)=-5\pm6\ \text{eV}.$$

Two negative denominators have produced one negative eigenvalue, $-11$ eV, and one positive, $+1$ eV. The positive one belongs to equal rotations of both spins. These begin to put both electrons on the same site, which costs repulsion. Opposite rotations begin to put them on different sites and lower the energy. This error requires $V<2t<U-V$: the first inequality makes the denominators negative, the second makes $m_+$ positive.

For $g^2$ the sign of $t$ is reversed, and the eigenvalues are $2t\pm(U-V)=11$ and $-1$ eV. Here both $g\to u$ denominators are $2t+V=9$ eV. Even a determinant filled from the bottom can therefore be a saddle, when $U-V>2t$. Its downhill direction leads towards orbitals that differ for the two spins. If both spins were forced to share one orbital, that direction would be excluded. A saddle order thus belongs to a stated space of rotations.

### All rotations together

Now add a donor–acceptor hopping element of $-0.1$ eV, relax each determinant to a stationary point, and obtain all four curvatures from finite differences of the energy:

| Determinant | Energy (eV) | Negative denominators | Saddle order |
|---|---:|---:|---:|
| $g^2$ | 1.98 | 0 | 1 |
| charge transfer | 4.01 | 0 | 1 |
| local excitation | 6.99 | 2 | 2 |
| $u^2$ | 12.00 | 4 | 3 |

For charge transfer, the smallest denominator is $+0.48$ eV and the lowest eigenvalue of $\mathbf M$ is $-2.02$ eV. The weak hopping has not changed the conclusion.

The local excitation shows that a correct count does not mean a good Hessian. Its negative denominators are $-1.03$ and $-0.41$ eV, while the negative eigenvalues are $-7.80$ and $-2.94$ eV. Both parts of the kernel contribute to the first: the same-spin part takes the $\alpha$, $u\to g$ element from about $-1$ to about $-5$ eV, and cross-spin coupling then lowers the eigenvalue to $-7.8$ eV. Without hopping, the diagonal curvatures are $-5$ eV for $\alpha$, $u\to g$, and $+5$ eV for $\beta$, $g\to u$. Their coupling is 6 eV, so the eigenvalues are $\pm\sqrt{5^2+6^2}=\pm7.8$ eV.

If all repulsions are multiplied by 0.05, with $t$ and $e_A$ unchanged, the kernel norm is at most 0.50 eV and the smallest $|D|$ is 1.15 eV. The guarantee then applies, and count and order agree for all four determinants. The orders themselves change: charge transfer has order 2 and the local excitation order 1, because $e_A$ now places the acceptor above $u$. The numerical output gives the individual values.

### Without exact exchange

The charge-transfer error above comes from exact exchange. To see this, leave exchange out and consider the Hartree energy, with $n=\varphi^2+\chi^2$ and $F=h+J[n]$:

$$E_H=\langle\varphi|h|\varphi\rangle+\langle\chi|h|\chi\rangle+\tfrac12(n|n).$$

Under an $\alpha$ rotation,

$$\delta n=2\sum_a\kappa_a\varphi a+\sum_{ab}\kappa_a\kappa_b(ab-\delta_{ab}\varphi\varphi).$$

The second-order part of $\delta n$ interacts with $n$ and completes the Fock matrix elements. The first-order part interacts with itself, giving $\tfrac12\cdot4\,\kappa_a\kappa_b(\varphi a|\varphi b)$. Therefore

$$M_{ab}=(\varepsilon_a-\varepsilon_\varphi)\delta_{ab}+2(\varphi a|\varphi b).$$

If $\varphi$ and $a$ do not overlap, the kernel element of this pair is zero; in Hartree–Fock it is $-W=-2.5$ eV. The denominator is then the diagonal curvature. In the model with weak hopping, count and order are both 2 for charge transfer.

This does not make the Hartree landscape the better one. Its order differs from the Hartree–Fock order of 1, because the Hartree energy retains the repulsion of an electron with itself. That raises the occupied acceptor level by $U=10$ eV. For this determinant the count is right, but the saddle belongs to a different functional.

Nor is the count safe in general without exchange. For $u^2$ without donor–acceptor hopping, both $u\to g$ denominators are $-2t=-5$ eV, and every kernel element in their block is $U-V=6$ eV. The eigenvalues are $-5$ and $+7$ eV, so two negative denominators again give only one downhill direction.

### What to do in your calculation

Compute $\varepsilon_a-\varepsilon_i-(J-K_x)$ for the suspicious pairs. In Hartree–Fock with independent rotations of the two spins, one negative value for a same-spin pair at a stationary point proves that there is a downhill direction. It does not settle the order: $u^2$ has four negative diagonal curvatures but order 3, and $g^2$ has none but order 1. For the order, find the lowest eigenvalues of the full $\mathbf M$, within the rotations your algorithm allows, and continue until the next one is positive. If you start away from the stationary point, repeat this at convergence, since the signs there define the saddle order.

## Computed values

```
inputs (eV): t=2.5 U=10.0 V=4.0 W=2.5 eA=4.0 s=0.1
Relaxed determinants, Hartree-Fock, s as given; energies in eV
g2 (aufbau): E = 1.980 eV
  denominators (2 alpha, 2 beta), eV:    4.575    9.003    4.575    9.003
  eigenvalues of M, eV:                 -0.962    1.964    2.187   10.982
  negative denominators = 0, saddle order = 1
charge transfer: E = 4.009 eV
  denominators (2 alpha, 2 beta), eV:    0.479    5.496    9.001   16.444
  eigenvalues of M, eV:                 -2.021    2.904    5.086   13.944
  negative denominators = 0, saddle order = 1
local excitation: E = 6.990 eV
  denominators (2 alpha, 2 beta), eV:   -1.034   -0.407    4.520    9.003
  eigenvalues of M, eV:                 -7.800   -2.938    2.020    7.807
  negative denominators = 2, saddle order = 2
u2 (double): E = 12.000 eV
  denominators (2 alpha, 2 beta), eV:   -1.037   -0.463   -1.037   -0.463
  eigenvalues of M, eV:                -11.002   -3.005   -2.997    1.005
  negative denominators = 4, saddle order = 3
Alpha pair (empty g, occupied p), s = 0; energies in eV
charge transfer, p=a: omega=2.000 J=2.500 K_x=0.000 J-K_x=2.500 D=0.500 curvature=-2.000
local, p=u: omega=5.000 J=7.000 K_x=3.000 J-K_x=4.000 D=-1.000 curvature=-5.000
g2, s=0: in-phase 11.000 eV, out-of-phase -1.000 eV
u2, s=0: in-phase 1.000 eV, out-of-phase -11.000 eV
Distance scan, s=0: eA+2W=9.000 eV, G=4.500 eV, G/2=2.250 eV
  W=3.00 eV: eA=3.00 omega=1.500 D=1.500 eV, count=0, order=1
  W=2.50 eV: eA=4.00 omega=2.000 D=0.500 eV, count=0, order=1
  W=2.00 eV: eA=5.00 omega=2.500 D=-0.500 eV, count=1, order=1
  W=1.00 eV: eA=7.00 omega=3.500 D=-2.500 eV, count=1, order=1
All repulsions multiplied by 0.05, s as given
  g2 (aufbau): kernel norm=0.500 eV, min|D|=5.203 eV, count=0, order=0
  charge transfer: kernel norm=0.201 eV, min|D|=1.153 eV, count=2, order=2
  local excitation: kernel norm=0.500 eV, min|D|=1.404 eV, count=1, order=1
  u2 (double): kernel norm=0.500 eV, min|D|=1.403 eV, count=2, order=2
Charge-transfer pair kernel, s=0:
  no exchange 0.000 eV, Hartree-Fock -2.500 eV
Charge transfer without exchange, s as given:
  denominators, eV:       -9.504   -4.502    5.002    9.504
  eigenvalues of M, eV:   -9.499   -4.501    9.510   11.001
  count=2, order=2
```
